Alternating anti-Bragg X-ray maxima in lattice-matched layer-by-layer heteroepitaxy, part 1

(Sections cited here and not found follow in the second part.)

## Completed layers and the heights of the maxima

When a film grows in ideal layer-by-layer fashion on an abrupt, lattice-matched substrate, the specular X-ray intensity at the anti-Bragg position takes just two values at the completed layers:

I_even = |s|²/4

I_odd = |f − s/2|².

Here s and f are the complex scattering factors of one complete substrate layer and one complete film layer, and "even" and "odd" refer to the number of film layers completed. With σ = s/f, every completed layer is marked by a maximum if and only if

0 < Re σ < 2,

and within this window successive maxima differ in height if and only if Re σ ≠ 1. For real positive scattering factors the conditions become f > s/2 and f ≠ s.

The statement that unequal scattering factors make the maxima alternate therefore needs two qualifications. If the film scatters too weakly, every second completed layer is a minimum instead of a maximum. If the factors are complex, they can be unequal and still give equal heights. In ideal growth every maximum does mark a completed layer, but a completed layer need not give a maximum.

The derivation uses kinematic scattering, in which each atom scatters the incident wave once. Let z be the height along the outward surface normal and q the momentum transfer, which on the specular rod is also along the normal. The amplitude per surface cell is

F = Σ_j f_j exp(i q z_j),

where f_j is the form factor of atom j, in electrons. The intensity is I = |F|², in electrons squared. Factors for polarization, beam size and instrument response are dropped, because q is held fixed during growth and they multiply all intensities alike.

There is no lateral momentum transfer on the specular rod, so lateral positions do not enter the phase. A partly filled layer then contributes its full-layer amplitude times its coverage, provided that the beam averages amplitudes coherently over many islands. Diffuse scattering from the island pattern lies beside the rod and is not counted.

The layers have spacing d in both materials, and the anti-Bragg condition is

q d = π.

Neighbouring layers then scatter in antiphase. A layer may hold several atoms, whose relative phases belong to the layer factor. In a zincblende crystal with a (001) surface and lattice constant a, one layer consists of a cation plane and an anion plane a/4 above it, and the next such pair begins at d = a/2. With q = 2π/a the phase per layer is (2π/a)(a/2) = π, as required. The phase of the anion plane relative to the cation plane is (2π/a)(a/4) = π/2, and exp(iπ/2) = i. For AlAs grown on GaAs this gives

s = f_Ga + i f_As

f = f_Al + i f_As.

The two planes of a pair are taken to have equal coverage at all times. The layer factors are complex even though the atomic form factors used here are real.

The substrate contribution is found by numbering its layers m = 0, 1, 2, … downwards from the top, at z = −md. Their phase factors are exp(−iπm) = (−1)^m. The sum 1 − 1 + 1 − … has no limit by itself, but absorption supplies one. Let the amplitude from each deeper layer be reduced by a further factor exp(−κ), and define

U = Σ_m (−1)^m exp(−κm).

Multiplying U by −exp(−κ) reproduces the same series without its first term, so −exp(−κ) U = U − 1. Hence

U = 1/[1 + exp(−κ)] → 1/2 for κ → 0.

The substrate amplitude is s/2. In physical terms, each layer is cancelled by halves of its two neighbours, and half of the top layer is left over because it has no neighbour above.

Absorption in the example is weak enough for this limit. At 8.0 keV the wavelength is λ = 0.1550 nm. Since q = (4π/λ) sin α, where α is the glancing angle, q = 2π/a gives sin α = λ/(2a). With a = 0.565 nm, α = 7.88°. A wave scattered one layer deeper travels an extra path 2d/sin α in the crystal. If the intensity attenuation length is L, the amplitude falls by exp[−path/(2L)], so

κ = d/(L sin α).

For d = 0.2825 nm and a rough L of 30 μm, κ = 6.87 × 10⁻⁵. Expanding U for small κ gives 1/2 + κ/4, a relative change of κ/2, or a few parts in 10⁵.

Now number the film layers n = 1, 2, 3, … upwards, at z = nd, and let θ_n be their coverages. Adding their amplitudes to s/2 gives

F = s/2 + f Σ_n (−1)^n θ_n.

It is convenient to define the real quantity

A = Σ_n (−1)^(n+1) θ_n = θ₁ − θ₂ + θ₃ − … ,

so that

F = s/2 − fA.

All the time dependence is in A, and all the material dependence is in s and f.

Let t be the deposited dose in layers. In ideal layer-by-layer growth a layer starts only when the one below is complete. After N complete layers A is the sum 1 − 1 + 1 − … with N terms, which is 0 for even N and 1 for odd N. If the next layer has coverage x, then

A = x for N even

A = 1 − x for N odd.

Thus A is a triangular wave that rises from 0 to 1 during the first layer, falls back during the second, and repeats. Setting A = 0 and A = 1 in F gives the two intensities stated at the start. At an even completion the film layers cancel in pairs and the half substrate layer remains. At an odd completion one film layer remains uncancelled, in antiphase with the half substrate layer.

The ratio follows on dividing by |s/2|²:

I_odd/I_even = |f − s/2|²/|s/2|² = |1 − 2f/s|².

For equal factors this is 1, the homoepitaxial result. For a small contrast, write f/s = 1 + ε. Then |1 − 2f/s|² = |1 + 2ε|² ≈ 1 + 4 Re ε, so the height ratio departs from 1 by four times the real part of the relative contrast, to first order.

To see which completions are maxima, the intensity is needed between them. For complex u and v, |u − v|² = |u|² + |v|² − 2 Re(u v̄), where the bar denotes complex conjugation. With u = s/2 and v = fA, and A real,

I = |s|²/4 − A Re(s f̄) + |f|² A².

Since s = σf, s f̄ = σ|f|² and |s|² = |σ|²|f|². Therefore

I = |f|² [A² − A Re σ + |σ|²/4].

Splitting |σ|² into (Re σ)² + (Im σ)² completes the square:

I = |f|² [(A − Re σ/2)² + (Im σ)²/4].

The intensity is a parabola in A with its lowest point at A = Re σ/2. Growth moves the system back and forth over the part of this parabola between A = 0 and A = 1. If the lowest point lies strictly between these ends, the intensity rises towards both, and both are maxima. This is the condition 0 < Re σ/2 < 1, which is the stated window.

The slopes confirm the signs. The parabola gives

dI/dA = 2|f|² (A − Re σ/2).

At an even completion A = 0 and dI/dA = −|f|² Re σ. Just before it dA/dt = −1, so dI/dt = +|f|² Re σ; just after it dA/dt = +1, so dI/dt = −|f|² Re σ. The intensity rises and then falls if Re σ > 0. At an odd completion A = 1 and dI/dA = |f|²(2 − Re σ). Now dA/dt changes from +1 to −1, and the intensity rises and then falls if Re σ < 2. The maxima are cusps with finite slopes on either side.

On the borders of the window one slope vanishes. For Re σ = 2 the parabola has its lowest point at A = 1, so odd completions are minima; for Re σ = 0 the same holds for even completions at A = 0. The inequalities are therefore strict. For Re σ ≥ 2 only even completions are maxima, and for Re σ ≤ 0 only odd ones are. An oscillation counted as one layer would then contain two. For example, real factors with f = 0.4 s give σ = 2.5. The intensity falls from 0.25 s² at an even completion to 0.01 s² at the next odd one, without any maximum there. In a test with 277 random complex values of σ, inside and outside the window but with Re σ at least 0.05 from its edges, the maxima of the summed intensity fell at the doses these conditions require.

The difference in height comes from the parabola at A = 1 and A = 0:

I_odd − I_even = |f|² (1 − Re σ).

It vanishes for Re σ = 1, whatever the imaginary part. With σ = 1 + iη and η real, s/2 = f(1 + iη)/2 and f − s/2 = f(1 − iη)/2. These have equal moduli although s ≠ f. Direct summation for σ = 1 + 0.6i gives a height ratio of 1.000. For real factors, Re σ = 1 does mean f = s.

The example needs numerical form factors. For a spherical electron density ρ(r), the average of exp(i q·r) over directions is half the integral of exp(iqru) over u from −1 to 1, which is sin(qr)/(qr). Hence

f_j = ∫ 4πr² ρ(r) [sin(qr)/(qr)] dr.

The densities come from spherically averaged, nonrelativistic Hartree–Fock calculations of free atoms in the def2-TZVP basis. Electron correlation, relativity, bonding and dispersion are left out. At q = 11.121 nm⁻¹ the results are 29.02 electrons for Ga, 11.45 for Al and 30.87 for As. Using the smaller def2-SVP basis changes them by at most 0.029 electrons. Unrestricted Hartree–Fock calculations raise them by 0.05 to 0.09 electrons, almost equally in def2-TZVP and in the larger def2-QZVP basis. The second decimal thus depends on how the open shells are treated, but the height ratio found below changes by less than 0.001. Thus

s = 29.02 + 30.87i

f = 11.45 + 30.87i.

The even height is (29.02² + 30.87²)/4 ≈ 449 electrons². For the odd height,

f − s/2 = (11.45 − 14.51) + i(30.87 − 15.44) = −3.06 + 15.43i,

and its squared modulus is about 248 electrons². The ratio is

I_odd/I_even = 0.552,

both from the formula and from the explicit layer sum. The odd maxima are a little over half as high as the even ones.

Dividing s by f gives σ = 1.186 − 0.500i, which lies inside the window. The common arsenic plane is essential here. If the cations alone scattered, σ would be 29.02/11.45 = 2.53, and the odd completions would be minima. The arsenic amplitude, a quarter period out of phase with the cations, brings Re σ below 2.

The minima behave differently from the maxima. They occur where A = Re σ/2 = 0.593. In an odd layer A equals the coverage, so the minimum comes at coverage 0.593. In an even layer A is one minus the coverage, so it comes at 1 − 0.593 = 0.407. The doses are 0.593, 1.407, 2.593, 3.407 and so on, with spacings of 0.814 and 1.186 layers in turn. If one such spacing were read as a full layer, the growth rate would come out about 23 % too high or 16 % too low. Two successive spacings add to two layers, so a rate taken from every second minimum is free of this error in ideal growth.

The intensity at the minima is |f|²(Im σ)²/4. Relative to the even maxima, |f|²|σ|²/4, it is

I_min/I_even = (Im σ)²/|σ|² = 0.151.

It is not zero, because the film and half-substrate amplitudes have different complex phases and no real A can make them cancel completely.

## Imperfect growth and real interfaces

The symbols carried over are these. A complete substrate layer scatters with factor s, a complete film layer with f, and σ = s/f. The film coverages θ_n enter through A = θ₁ − θ₂ + θ₃ − … , and at phase π per layer

F = s/2 − fA

I = |f|² [(A − Re σ/2)² + (Im σ)²/4].

In ideal growth A runs between 0 at even completions and 1 at odd ones. For AlAs on GaAs(001), σ = 1.186 − 0.500i and the odd-to-even height ratio is 0.552.

The formula for F does not require ideal growth. It holds for any set of coverages, so it also shows what happens when several layers grow at once. Differentiating I with respect to the dose t gives

dI/dt = 2|f|² (A − Re σ/2) dA/dt.

For smooth A, a stationary intensity requires one of the two factors to vanish. Where A = Re σ/2 the intensity has its lowest possible value, so this is never a maximum of an oscillation. Every maximum therefore lies at an extremum of A.

Which extrema give maxima depends on the side of the parabola. Where A > Re σ/2, the intensity increases with A, and a maximum of A is a maximum of I. Where A < Re σ/2, the intensity decreases with A, and a minimum of A is a maximum of I. An extremum on the wrong side gives an intensity minimum. The scattering factors thus decide which maxima survive and how high they are, but at a phase of exactly π per layer they do not shift a surviving maximum. For a given growth history it stands at the same dose in heteroepitaxy as in homoepitaxy.

That dose need not be a whole number of layers. The condition dA/dt = 0 says that the odd layers together gain material as fast as the even layers, which is not the same as the completion of a layer. A simple rate model shows the difference. Let material land uniformly, at one layer per unit of t, and let the exposed atoms of each film layer drop into open sites of the layer below at a rate set by a constant k:

dθ_n/dt = (θ_(n−1) − θ_n) + k(θ_(n+1) − θ_(n+2))(θ_(n−1) − θ_n) − k(θ_n − θ_(n+1))(θ_(n−2) − θ_(n−1)).

The substrate is full, so θ₀ = θ₋₁ = 1. The first term is direct deposition on exposed parts of layer n−1. The second is the gain from layer n+1, and the third is the loss to layer n−1. Each gain of one layer is the loss of the layer above, so transport cancels in the sum over n. The deposition terms add to θ₀ = 1, and the total coverage equals t.

For ideal growth, the heights of the maxima and the condition for every completed layer to give one are now established; for smooth A, every maximum lies at an extremum of A, which need not fall at a whole dose. It remains to see what doses the rate model gives, and how out-of-step growth, surface structure, interface exchange and phase errors change the maxima.
